# Bruno's relation between magnetic anisotropy energy and orbital-moment anisotropy

## The estimate that fails

Spin-orbit coupling gives a ferromagnet both a small orbital moment and an energy that depends on the direction of magnetization. It is tempting to get the second from the first by evaluating the coupling energy $\xi\langle\mathbf l\cdot\mathbf s\rangle$. A minority-spin electron has spin projection $-\tfrac12$ on the majority direction $\mathbf n$, so this estimate is $-\tfrac12\xi\langle l_n\rangle$. For orbital moments induced by the coupling itself, and with a full majority shell, it gives twice the energy due to the spin-conserving part of the coupling. A second error follows if the total orbital moment is used while both spin shells are partly filled: the spin-conserving part of the anisotropy can then come out with the wrong sign, as a case below shows.

The correct statement, called Bruno's relation below, holds for a full majority shell with spin-flip excitations neglected:

$$E(\mathbf n_1)-E(\mathbf n_2)=-\frac{\xi}{4\mu_B}\left[m(\mathbf n_1)-m(\mathbf n_2)\right]. \tag{1}$$

Here $m(\mathbf n)$ is the orbital moment projected on the spin moment, positive when the two are parallel. The direction with the larger orbital moment has the lower energy.

## Setting and conventions

Angular momenta $\mathbf l$ and $\mathbf s$ are in units of $\hbar$, and $\xi>0$ is an energy. The one-electron Hamiltonian is $H_0+V$, with $V=\xi\,\mathbf l\cdot\mathbf s$. $H_0$ has collinear spins: majority electrons ($\sigma=+1$, or $\uparrow$) have spin along $\mathbf n$, minority electrons ($\sigma=-1$, or $\downarrow$) against it. Four assumptions hold until stated otherwise.

- $H_0$ is fixed. Turning $\mathbf n$ turns the spins but leaves orbitals and levels unchanged, so the energy without $V$ is independent of $\mathbf n$.
- The orbitals of $H_0$ can be chosen real. This covers a molecule, or a crystal treated as a large periodic cell whose running waves are combined into standing waves.
- A gap, large compared with the matrix elements of $V$, separates occupied levels $o$ from empty levels $u$.
- Dipolar (shape) anisotropy is left out.

The operator $\mathbf l=-i\,\mathbf r\times\nabla$ is imaginary, so between real orbitals

$$\langle a|\mathbf l|b\rangle=i\mathbf L_{ab},\qquad \mathbf L_{ab}\ \text{real},\qquad \mathbf L_{ba}=-\mathbf L_{ab}. \tag{2}$$

The antisymmetry follows from hermiticity. Hence $\mathbf L_{aa}=0$: without $V$ there is no orbital moment, and $V$ has no first-order energy.

Let $\mathbf e_1,\mathbf e_2,\mathbf n$ be a right-handed frame, with $l_\pm=l_1\pm il_2$ and $s_\pm=s_1\pm is_2$. Expanding the products gives $l_+s_-+l_-s_+=2(l_1s_1+l_2s_2)$, so

$$V=W+F,\qquad W=\xi\,l_ns_n,\qquad F=\frac{\xi}{2}(l_+s_-+l_-s_+). \tag{3}$$

$W$ conserves spin and $F$ flips it.

## First derivation: sums over excitations

**Energy.** Second-order perturbation theory for each occupied level, summed over occupied levels, gives

$$E^{(2)}=\sum_o\sum_{q\ne o}\frac{|\langle q|V|o\rangle|^2}{\varepsilon_o-\varepsilon_q}.$$

If $q$ is also occupied, the pair appears twice with equal numerators and opposite denominators, and cancels. Degenerate levels on the same side of the gap can be split slightly, the cancellation made, and the splitting removed. What remains is

$$E^{(2)}=-\sum_{o,u}\frac{|\langle u|V|o\rangle|^2}{\varepsilon_u-\varepsilon_o}. \tag{4}$$

A given pair $(o,u)$ has either equal or opposite spins. It is therefore connected by $W$ or by $F$, never both, and no cross term arises: $E^{(2)}=E_{\rm cons}+E_{\rm flip}$.

For equal spins $s_n=\sigma/2$, so $|\langle u|W|o\rangle|^2=\tfrac14\xi^2|\langle u|l_n|o\rangle|^2$. Define

$$S_\sigma(\mathbf n)=\sum_{o\sigma,\,u\sigma}\frac{|\langle u|l_n|o\rangle|^2}{\varepsilon_u-\varepsilon_o}\ge0. \tag{5}$$

Then

$$E_{\rm cons}=-\frac{\xi^2}{4}(S_\uparrow+S_\downarrow). \tag{6}$$

**Orbital moment.** The first-order change of an occupied state is $|o^{(1)}\rangle=\sum_{q\ne o}|q\rangle\langle q|V|o\rangle/(\varepsilon_o-\varepsilon_q)$. Let $\langle l_n\rangle_\sigma$ be the contribution of spin $\sigma$ to the total $l_n$. Its first-order value is the sum of $2\,\mathrm{Re}\langle o|l_n|o^{(1)}\rangle$. Pairs of occupied states again cancel: exchanging their labels conjugates the numerator, which leaves its real part unchanged, and reverses the denominator. So

$$\langle l_n\rangle_\sigma=-2\,\mathrm{Re}\sum_{o\sigma,\,u\sigma}\frac{\langle o|l_n|u\rangle\langle u|V|o\rangle}{\varepsilon_u-\varepsilon_o}.$$

Because $l_n$ conserves spin, $u$ and $o$ have the same spin and $V$ acts through $W$ alone, with $\langle u|V|o\rangle=\tfrac12\sigma\xi\langle u|l_n|o\rangle$. Therefore

$$\langle l_n\rangle_\sigma=-\sigma\xi S_\sigma. \tag{7}$$

Majority electrons acquire orbital angular momentum against $\mathbf n$, minority electrons along it.

**Elimination of the sums.** Equation (7) gives $S_\uparrow=-\langle l_n\rangle_\uparrow/\xi$ and $S_\downarrow=\langle l_n\rangle_\downarrow/\xi$. Inserting these in (6),

$$E_{\rm cons}=\frac{\xi}{4}\left(\langle l_n\rangle_\uparrow-\langle l_n\rangle_\downarrow\right). \tag{8}$$

If the majority shell is full, there is no empty $u\!\uparrow$. Then $S_\uparrow=0$, $\langle l_n\rangle_\uparrow=0$, and

$$E_{\rm cons}=-\frac{\xi}{4}\langle l_n\rangle_\downarrow. \tag{9}$$

**Sign of the moment.** The electron's charge is negative, so its orbital moment is $-\mu_B\langle\mathbf l\rangle$, and the spin moment points along $-\mathbf n$. The projection of the first on the second is $m=+\mu_B\langle l_n\rangle$. Substituting in (9) and subtracting two directions gives (1), provided $E_{\rm flip}$ is dropped.

**The neglected term.** For $o\!\uparrow$ and $u\!\downarrow$, only $s_-$ contributes, and

$$\langle u\!\downarrow|F|o\!\uparrow\rangle=\frac{\xi}{2}\langle u|l_+|o\rangle=\frac{i\xi}{2}(L_1+iL_2),$$

where $\mathbf L=\mathbf L_{uo}$. Since $L_1$ and $L_2$ are real, the squared modulus is $\tfrac14\xi^2(L_1^2+L_2^2)=\tfrac14\xi^2[|\mathbf L|^2-(\mathbf n\cdot\mathbf L)^2]$. The opposite flip gives the same form, so

$$E_{\rm flip}=-\frac{\xi^2}{4}\sum_\sigma\sum_{o\sigma,\,u\bar\sigma}\frac{|\mathbf L_{uo}|^2-(\mathbf n\cdot\mathbf L_{uo})^2}{\varepsilon_u-\varepsilon_o},\qquad \bar\sigma=-\sigma. \tag{10}$$

This is of the same order in $\xi$ as the term kept. A pair that favours $\mathbf n$ along $\mathbf L$ when spin is conserved opposes it when spin is flipped. With a full majority shell, its denominators contain the exchange splitting, and a large splitting makes the term small.

## Second derivation: switching on the coupling

Replace $V$ by $\lambda V$ and raise $\lambda$ from 0 to 1. For a normalized eigenstate $\psi$ of $H=H_0+\lambda V$,

$$\frac{d\varepsilon}{d\lambda}=\langle\psi|V|\psi\rangle+\varepsilon\frac{d}{d\lambda}\langle\psi|\psi\rangle=\langle\psi|V|\psi\rangle,$$

because the norm is constant. Summing over occupied states and integrating,

$$E(1)-E(0)=\int_0^1\langle W+F\rangle_\lambda\,d\lambda. \tag{11}$$

Since $s_n=\pm\tfrac12$ on the two spin components, the definition of $W$ gives

$$\langle W\rangle_\lambda=\frac{\xi}{2}\left(\langle l_n\rangle_\uparrow-\langle l_n\rangle_\downarrow\right)_\lambda. \tag{12}$$

The orbital moments vanish at $\lambda=0$ by (2). To leading order they grow as $\lambda$ times their first-order values at full coupling. With $\int_0^1\lambda\,d\lambda=\tfrac12$,

$$E^{(2)}=\frac{\xi}{4}\left(\langle l_n\rangle_\uparrow-\langle l_n\rangle_\downarrow\right)+\frac12\langle F\rangle^{(1)}. \tag{13}$$

The factor $\tfrac14$ now has a plain origin: one half is the size of the spin, the other comes from the linear growth of the moment. The opening estimate omitted the second half. Physically, $\langle V\rangle$ falls by twice the net gain, and half of that is spent on raising $\langle H_0\rangle$ as the orbitals distort.

It remains to show that the two terms of (13) are the separate effects of $W$ and $F$. Rotate the spins, and not the orbitals, by $\pi$ about $\mathbf n$. This leaves $H_0$, $W$ and the spin-resolved $l_n$ unchanged but takes $s_\pm$ to $-s_\pm$, and so $F$ to $-F$. The first-order response of $\langle l_n\rangle_\sigma$ to $F$ must equal its own negative, hence it is zero. By the same argument $\langle F\rangle$ has no first-order response to $W$. The first term of (13) is thus $E_{\rm cons}$, and the second is $E_{\rm flip}$.

For the full majority shell, let $P=P_0+\lambda P_1+\dots$ be the projector on occupied states. The first-order part of $P^2=P$ is $P_1=P_0P_1+P_1P_0$. Multiplying by $P_0$ on both sides gives $P_0P_1P_0=2P_0P_1P_0$, so $P_0P_1P_0=0$. When every majority orbital is occupied, the whole majority block of $P_1$ lies between occupied states and vanishes. Thus $\langle l_n\rangle_\uparrow=0$ to first order, and (9) and (1) follow as before.

## Several atoms and two open shells

With several magnetic atoms, $V=\sum_i\xi_i\,\mathbf l_i\cdot\mathbf s$, where $\mathbf l_i$ acts on the orbitals of site $i$. Equation (12) then carries $\sum_i\xi_i l_{n,i}$ in place of $\xi l_n$, and

$$E_{\rm cons}=\frac14\sum_i\xi_i\left(\langle l_{n,i}\rangle_\uparrow-\langle l_{n,i}\rangle_\downarrow\right). \tag{14}$$

Each site's moment includes its response to the coupling on all sites. Unless the majority shell is full and all $\xi_i$ are equal, one measured total moment does not in general determine this sum.

A model cluster of two sites without symmetry, with $\xi_i=0.05$ and $0.08$ eV and with 7 majority and 4 minority electrons in ten levels each, shows what is at stake. Equation (14) gives $-2.573$ meV for $\mathbf n$ along $z$ and $-2.869$ meV along $x$, in agreement with diagonalization of the spin-conserving problem. In the spin-conserving energy, $x$ is lower than $z$ by $0.297$ meV. Using the sum of the two spin contributions, still weighted by $\xi_i$ on each site, as if the majority shell were full, gives $-0.873$ and $+0.410$ meV. That puts $z$ lower by $1.283$ meV: the wrong sign for the spin-conserving anisotropy. Both sets of numbers leave out the flip term, whose denominators in this cluster span the same range as the spin-conserving ones, so neither set fixes the cluster's actual easy direction. The flip term is $-6.028$ meV along $z$ and $-6.557$ meV along $x$, and in the complete second-order energy $x$ lies below $z$ by $0.826$ meV. The positive value is itself a warning, since (6) cannot be positive.

## A model ion worked by hand

Take a $d^6$ ion with five majority electrons and one minority electron in $xy$. The other levels lie above $xy$ by $0.5$ eV ($x^2-y^2$), $1.0$ eV ($xz$ and $yz$) and $1.5$ eV ($z^2$). The majority levels are lower by the exchange splitting $\Delta=3$ eV, and $\xi=0.05$ eV. These are round model parameters.

**Matrix elements.** Acting on the function $xy$,

$$l_z\,xy=-i(x\partial_y-y\partial_x)xy=-i(x^2-y^2),$$
$$l_x\,xy=-i(y\partial_z-z\partial_y)xy=i\,xz.$$

Over the unit sphere the averages are $\langle x^4\rangle=\tfrac15$ and $\langle x^2y^2\rangle=\tfrac1{15}$. Thus $(x^2-y^2)$ has mean square $\tfrac25-\tfrac2{15}=\tfrac4{15}$, four times that of $xy$, so it is twice a function normalized like $xy$. The squared matrix elements are therefore 4 for $l_z$ to $x^2-y^2$ and 1 for $l_x$ to $xz$.

**Spin-conserving part.** The pair sums are $S_\downarrow(z)=4/0.5=8$ and $S_\downarrow(x)=1/1.0=1$ eV$^{-1}$. Equation (7) gives $m(z)=0.05\times8=0.40\,\mu_B$ and $m(x)=0.05\,\mu_B$. Bruno's relation then yields

$$E(z)-E(x)=-\frac{0.05\ \text{eV}}{4}\times0.35=-4.375\ \text{meV}.$$

The $z$ axis is favoured. Diagonalization with spin flips switched off gives the same second-order value.

**Spin-flip part.** Write the denominators of (10) as $\Delta$ plus a difference of orbital levels. When $\Delta$ is much larger than those differences, they can be replaced by $\Delta$. All five majority orbitals are occupied, so the sum over $o$ is complete within the shell: $\sum_o|\langle u|l_a|o\rangle|^2=\langle u|l_a^2|u\rangle$ for each component $a$. Hence

$$E_{\rm flip}\simeq-\frac{\xi^2}{4\Delta}\sum_{u\downarrow}\langle u|\mathbf l^2-l_n^2|u\rangle. \tag{15}$$

This measures the shape of the empty minority shell, not the orbital moment. For $d$ orbitals $\mathbf l^2=6$, so the four empty orbitals contribute 24. The trace of $l_n^2$ over the whole shell is $4+1+0+1+4=10$ for any $\mathbf n$. The occupied $xy$ orbital takes 4 of this for $z$ and 1 for $x$, leaving 6 and 9 for the empty ones. The sums in (15) are thus $24-6=18$ and $24-9=15$, and

$$E_{\rm flip}(z)-E_{\rm flip}(x)\simeq-\frac{3\xi^2}{4\Delta}=-0.625\ \text{meV}.$$

With the true denominators the value is $-0.740$ meV. The difference is the spread of orbital levels, which is not negligible beside 3 eV.

**Total.** The complete second-order anisotropy is $-4.375-0.740=-5.115$ meV, larger in magnitude than Bruno's value by 17% of the latter. Diagonalization at the full $\xi$ gives $-4.978$ meV; terms beyond second order therefore reduce the magnitude by 2.7% of the second-order result. For this ion the neglected flips matter more than the higher orders.

Raising $\Delta$ to 6, 12 and 24 eV brings the ratio of complete to Bruno anisotropy from 1.169 down to 1.077, 1.037 and 1.018. From (15) the excess should approach $3/[\Delta(8-1)\ \text{eV}^{-1}]$, which is 0.018 at 24 eV, as found.

**Between the axes.** Both (5) and (10) depend on $\mathbf n$ through squares of $\mathbf n\cdot\mathbf L$, so $E^{(2)}$ is a constant plus a quadratic form in $\mathbf n$. The fourfold axis along $z$ removes the mixed terms and makes $x$ and $y$ equivalent. With $\theta$ the angle from $z$,

$$E^{(2)}(\theta)=E^{(2)}(z)+[E^{(2)}(x)-E^{(2)}(z)]\sin^2\theta.$$

A test at an intermediate angle confirms this.

## When a large exchange splitting is not enough

Keep the same filling, but let $g_1$ be the gap from $xy$ to $x^2-y^2$ and $g_2$ the gap to $xz$ and $yz$. For large $\Delta$ the two parts add to

$$E(z)-E(x)\simeq-\frac{\xi^2}{4}\left(\frac{4}{g_1}-\frac{1}{g_2}+\frac{3}{\Delta}\right). \tag{16}$$

The first two terms are Bruno's. They cancel at $g_1=4g_2$, where the orbital moment is equal along $z$ and $x$, and to second order the flip term alone then decides the easy direction. When $\Delta$ is much larger than the spread of orbital levels, the condition for (1) is therefore $3/\Delta\ll|4/g_1-1/g_2|$, which $\Delta\gg g_1,g_2$ alone does not guarantee. When $\Delta$ is comparable with that spread, (16) itself fails and (10) must be used: for $g_1=2$, $g_2=0.5$, $z^2$ at $2.5$ and $\Delta=3$ eV, the second-order anisotropy is $-2.07$ meV against $-0.625$ meV from (16). A small orbital-moment anisotropy is a reason to compute the flips.

The relation can also fail when a gap closes, if $l_n$ connects the levels that meet. Put the minority electron in a degenerate pair $xz,yz$, with $\mathbf n$ along $z$. Within the pair $l_z$ has eigenvalues $\pm1$ and $W=-\tfrac12\xi l_z$. However weak the coupling, the electron takes $l_z=+1$, with energy $-\tfrac12\xi$. The moment is at its final value from the start, so the integral in (11) has no factor $\tfrac12$, and the energy is $-\tfrac12\xi\langle l_n\rangle$. The opening estimate is right for such an unquenched moment, and (9) is wrong by a factor of two.

## What each derivation assumes

Both derivations need collinear spins, an orbital moment that vanishes without the coupling, and a linear response to it. Both use a full majority shell to pass from (8) to (1), and both leave the flip term to be estimated separately.

The first also needs independent electrons in a fixed $H_0$, with a known spectrum. In return it shows which pairs of levels produce the anisotropy, fixes the sign of each contribution, and gives the flip term explicitly. With (10), the reliability of (1) can be judged directly from levels and matrix elements.

The second uses no spectrum, only the derivative of the energy and a spin rotation, so it reaches further in two ways.

- **Partly filled bands at finite temperature.** For independent electrons at temperature $T$ and chemical potential $\mu$, the grand potential is $\Omega=-k_BT\sum_j\ln[1+e^{-(\varepsilon_j-\mu)/k_BT}]$. Its derivative is $d\Omega/d\lambda=\sum_jf_j\,d\varepsilon_j/d\lambda=\langle V\rangle$, with $f_j$ the Fermi occupation. Equation (13) then holds for $\Omega$ at fixed $T$ and $\mu$, as long as the response is linear. A gap is no longer required, but linearity then sets its own limit. A degenerate pair at $\mu$ that $W$ splits by $\pm\tfrac12\xi$ changes $\Omega$ by $-2k_BT\ln\cosh(\xi/4k_BT)$, which reduces to the second-order value $-\xi^2/16k_BT$ only for $\xi\ll4k_BT$. For $\xi=0.05$ eV the second-order value is too large in magnitude by 4% at 300 K and by nearly half at 77 K.
- **Self-consistent fields.** Suppose the energy is the minimum over density matrices $P$ of $\mathcal E[P]+\lambda\,\mathrm{Tr}(PV)$, with the total spin held along $\mathbf n$. At the minimum, the allowed change of $P$ contributes nothing to first order, so again $dE/d\lambda=\mathrm{Tr}(PV)$. If $\mathcal E$ is unchanged by spin rotations, the separation of $W$ and $F$ survives as well. Equation (13) holds with moments and $\langle F\rangle$ taken from the self-consistent linear response, which is what density functional perturbation theory supplies. The pair sums (5) and (10) no longer give these responses in general.

The numerical output concerns the fixed-$H_0$ case with a gap; the two extensions rest on the arguments just given.

## Computed results

```
MODEL d6 ION, majority shell full, minority electron in xy
level xy     = 0.00 eV
level x2-y2  = 0.50 eV
level xz     = 1.00 eV
level yz     = 1.00 eV
level z2     = 1.50 eV
exchange splitting = 3.00 eV, xi = 0.050 eV
|<xy|l_z|x2-y2>|^2 = 4.000
|<xy|l_x|xz>|^2    = 1.000
n=z: pair sum S_dn = 8.0000 1/eV
n=z: first-order orbital moment = 0.4000 mu_B
n=z: spin-conserving energy = -5.0000 meV
n=z: spin-flip energy = -3.7411 meV
n=z: orbital moment at full xi = 0.3893 mu_B
n=x: pair sum S_dn = 1.0000 1/eV
n=x: first-order orbital moment = 0.0500 mu_B
n=x: spin-conserving energy = -0.6250 meV
n=x: spin-flip energy = -3.0015 meV
n=x: orbital moment at full xi = 0.0505 mu_B
Anisotropies, E(z) - E(x):
orbital moment difference = 0.3500 mu_B
Bruno, -(xi/4) * difference = -4.3750 meV
spin-conserving, diagonalized = -4.3750 meV
spin-flip part = -0.7396 meV
spin-flip, closure estimate = -0.6250 meV
complete second order = -5.1146 meV
diagonalization at full xi = -4.9781 meV
Exchange scan, complete second-order anisotropy:
splitting   3.0 eV: -5.1146 meV, ratio to Bruno 1.1690
splitting   6.0 eV: -4.7105 meV, ratio to Bruno 1.0767
splitting  12.0 eV: -4.5363 meV, ratio to Bruno 1.0369
splitting  24.0 eV: -4.4543 meV, ratio to Bruno 1.0181
TWO-SITE CLUSTER, 7 up and 4 down electrons in 10+10 levels
xi on the sites = 0.050, 0.080 eV
n=z: spin-conserving energy = -2.5726 meV
n=z: from spin-resolved moments = -2.5726 meV
n=z: from total moments only = -0.8727 meV
n=x: spin-conserving energy = -2.8694 meV
n=x: from spin-resolved moments = -2.8694 meV
n=x: from total moments only = 0.4099 meV
```
